# Single-bound-state channelling: how an atomic column's exit wave oscillates with depth

## The situation

A crystal foil is turned in a transmission electron microscope until its atoms line up in columns along the beam. A fast electron entering as a plane wave then meets each column end on. The column attracts it, draws intensity onto its axis, and later lets it spread again. The wave leaving the foil therefore depends on thickness in a way that a simple phase shift cannot describe. How does it depend on thickness, and does it ever return to the incident wave?

I take one isolated column, perfect alignment and elastic scattering. The answer has two parts. The contribution of a single bound state is strictly periodic in depth. The full wave has an additional continuum part, which must be shown to be small.

## The equation for the slow wave

Let $m$ be the electron rest mass, $\gamma$ the relativistic factor, $k$ the wave number in vacuum and $v=\hbar k/(\gamma m)$ the speed. With spin neglected, a stationary electron of total energy $W=\gamma mc_0^2$ in a potential energy $V$ obeys

$$-\hbar^2c_0^2\nabla^2\Psi=[(W-V)^2-m^2c_0^4]\Psi ,$$

where $c_0$ is the speed of light. Since $W^2-m^2c_0^4=\hbar^2c_0^2k^2$, dropping $V^2$ beside $2WV$ gives

$$\nabla^2\Psi+k^2\Psi=\frac{2\gamma m}{\hbar^2}V\Psi .$$

Write $\Psi=e^{ikz}\psi$, with $z$ the depth. Then $\partial_z^2\Psi=e^{ikz}(\partial_z^2\psi+2ik\,\partial_z\psi-k^2\psi)$, and the $k^2$ terms cancel. The envelope $\psi$ changes little over a wavelength, so $\partial_z^2\psi$ is dropped beside $2ik\,\partial_z\psi$. Multiplying by $\hbar^2/(2\gamma m)$ and replacing $V$ by its average $U$ along the column,

$$i\hbar v\,\partial_z\psi=H\psi,\qquad H=-\frac{\hbar^2}{2\gamma m}\nabla_\perp^2+U,\qquad \psi(z=0)=1. \tag{1}$$

This is a two-dimensional Schrödinger equation in which $z/v$ plays the part of time. The potential $U$ is real, attractive and localized.

If the entering wave were a bound state $\varphi$ with $H\varphi=E\varphi$, the solution would be $\varphi\,e^{-iEz/\hbar v}$: a phase, and no change of intensity. Oscillation needs at least two components with different phases. A plane wave supplies them.

## A simple case: one sheet of atoms

Replace the column by a flat sheet, so that only one transverse coordinate $x$ matters. Choose an energy $\epsilon>0$, define $\ell$ by $\ell^2=\hbar^2/(2\gamma m\epsilon)$, and take

$$U=-\epsilon h,\qquad h(x)=\tfrac32\,\mathrm{sech}^2\frac{x}{2\ell}.$$

With $s=\mathrm{sech}^2u$, differentiation gives $d^2s/du^2=4s-6s^2$. Here $u=x/2\ell$, so

$$\ell^2h''=\tfrac14\cdot\tfrac32(4s-6s^2)=\tfrac32s-\tfrac94s^2=h-h^2 .$$

It follows that

$$Hh=-\epsilon(h-h^2)-\epsilon h^2=-\epsilon h,\qquad H\,1=U=-\epsilon h .$$

Thus $h$ is a bound state of energy $-\epsilon$, and $H(1-h)=0$. The incident wave splits as $1=(1-h)+h$. The first part does not evolve and the second acquires a phase:

$$\psi=1+h(x)\left(e^{i\epsilon z/\hbar v}-1\right).$$

This solves (1) for the sheet without further approximation. The departure from the incident wave vanishes whenever $\epsilon z/\hbar v$ is a multiple of $2\pi$. On the sheet, where $h=3/2$, its modulus is $3|\sin(\epsilon z/2\hbar v)|$.

The sheet was chosen so that $1-h$ has zero transverse energy. A general column does not grant this, and the next step finds what replaces it.

## The general column

Let $U(r)$ be axially symmetric, with one bound state of zero angular momentum. Call it $\varphi(r)$, real, positive and normalized by $\int\varphi^2d^2r=1$, with energy $E<0$. Define

$$c=\int\varphi\,d^2r ,$$

which has the dimension of length, so that $c\varphi$ is a pure number.

The plane wave cannot be normalized, so I work with $w=\psi-1$. The kinetic term gives zero on a constant; hence $H\,1=U$ and

$$i\hbar v\,\partial_zw=Hw+U,\qquad w(0)=0. \tag{2}$$

The source $U$ and the operator $H$ are both symmetric about the axis, so $w$ remains symmetric. Bound states with nonzero angular momentum may exist, but they are not excited.

Now project on the bound state: $A(z)=\int\varphi w\,d^2r$. The source term $\int\varphi U\,d^2r$ follows from integrating $H\varphi=E\varphi$ over the plane. The integral of $\nabla_\perp^2\varphi$ becomes a boundary term at large radius, which vanishes because $\varphi$ decays exponentially. What is left is

$$\int U\varphi\,d^2r=Ec .$$

Since $H$ is Hermitian, (2) gives $i\hbar vA'=E(A+c)$ with $A(0)=0$. Therefore

$$A(z)=c\left(e^{-iEz/\hbar v}-1\right). \tag{3}$$

Within (1), this projection is strictly periodic, whatever the continuum does.

Put $w=A\varphi+R$, with $R$ orthogonal to $\varphi$. Substitution in (2) gives

$$E(A+c)\varphi+i\hbar v\,\partial_zR=AE\varphi+HR+U .$$

The terms in $AE\varphi$ cancel, leaving

$$i\hbar v\,\partial_zR=HR+S,\qquad S=U-Ec\varphi,\qquad R(0)=0. \tag{4}$$

The complete wave is

$$\psi=1+c\varphi(r)\left(e^{-iEz/\hbar v}-1\right)+R(r,z). \tag{5}$$

Single-bound-state channelling means dropping $R$. For the sheet, $S$ was zero and nothing was dropped.

## The periodic departure

Define the depth period

$$D=\frac{2\pi\hbar v}{|E|}.$$

As $E$ is negative, $-Ez/\hbar v=+2\pi z/D$. Taking out half the phase,

$$e^{2\pi iz/D}-1=e^{i\pi z/D}\left(e^{i\pi z/D}-e^{-i\pi z/D}\right)=2i\,e^{i\pi z/D}\sin\frac{\pi z}{D}.$$

Without $R$, then,

$$\psi-1=2i\,c\varphi(r)\,e^{i\pi z/D}\sin\frac{\pi z}{D},\qquad |\psi-1|=2c\varphi(r)\left|\sin\frac{\pi z}{D}\right|. \tag{6}$$

The departure is zero at $z=0,D,2D,\dots$ and largest midway between. At a fixed point its complex value runs round a circle through the origin, with centre $-c\varphi$ and radius $c\varphi$. All points in the plane share the same period, fixed by $E$; the local value of $\varphi$ sets only the size of the circle.

The intensity follows by writing $b=c\varphi$ and $\alpha=2\pi z/D$:

$$|\psi|^2=(1-b)^2+b^2+2b(1-b)\cos\alpha=1+4b(b-1)\sin^2\frac{\pi z}{D}. \tag{7}$$

Where $c\varphi>1$, near the axis, intensity rises above the incident value. Farther out, where $0<c\varphi<1$, it falls below. The two must balance if electrons are conserved. They do:

$$\int(|\psi|^2-1)\,d^2r=4\sin^2\frac{\pi z}{D}\left(c^2\int\varphi^2d^2r-c\int\varphi\,d^2r\right)=4\sin^2\frac{\pi z}{D}\,(c^2-c^2)=0 .$$

The one-state wave thus moves intensity between the axis and its surroundings without creating any.

## The thin limit, and what was dropped

For very small $z$, equation (2) gives $w\simeq-iUz/\hbar v$, the phase shift of a thin object. The one-state formula gives $-iEc\varphi z/\hbar v$ instead. They differ by the contribution of $S$ in (4). The one-state formula is therefore not generally right for thin foils; it is right there to the extent that $Ec\varphi(r)$ resembles $U(r)$.

At greater depth, the solution of (4) is

$$R(z)=-\frac{i}{\hbar v}\int_0^z e^{-iH(z-z')/\hbar v}S\,dz' .$$

The exponential preserves the norm $\|f\|=(\int|f|^2d^2r)^{1/2}$. The norm of an integral is at most the integral of the norm, so

$$\|R(z)\|\le\frac{z}{\hbar v}\,\|U-Ec\varphi\| . \tag{8}$$

This limits the error at moderate depth, but it grows without end. A bound that does not grow is available in one special case. At zero energy and outside the well, a symmetric solution of $H\chi=0$ has the form $\chi=\alpha_0+\beta_0\ln r$. For particular well strengths $\beta_0=0$, and $\chi$ can be scaled to tend to 1. This is the threshold at which a further state of zero angular momentum is about to bind.

At the threshold for the second such state, set $\rho=1-c\varphi-\chi$, which is localized. Because $H(1-c\varphi)=U-Ec\varphi=S$ and $H\chi=0$, we have $H\rho=S$. Then

$$R=\left(e^{-iHz/\hbar v}-1\right)\rho$$

satisfies (4): the left side is $He^{-iHz/\hbar v}\rho$, and the right side is $HR+H\rho$, which is the same. Hence $\|R\|\le2\|\rho\|$ at every depth. The picture is that of the sheet: $1-c\varphi$ nearly coincides with a wave of zero transverse energy, which stands still while the bound part turns. Away from threshold I have no such uniform bound.

## A Gaussian column

Take $U=-U_0e^{-r^2/a^2}$. With length in units of $a$ and energy in units of $\epsilon_a=\hbar^2/(2\gamma ma^2)$, the single parameter is $g=U_0/\epsilon_a$.

A normalized trial state $\varphi_b=e^{-r^2/2b^2}/(\sqrt\pi\,b)$ has kinetic energy $\int|\nabla\varphi_b|^2d^2r=\langle r^2\rangle/b^4=1/b^2$. Its potential energy is

$$-\frac{g}{\pi b^2}\int e^{-r^2(1+1/b^2)}d^2r=-\frac{g}{1+b^2}.$$

Setting the derivative of the sum with respect to $b^2$ to zero gives $1+b^2=\sqrt g\,b^2$, or $b^2=1/(\sqrt g-1)$ for $g>1$. Inserting this,

$$E\le(\sqrt g-1)-\sqrt g(\sqrt g-1)=-(\sqrt g-1)^2$$

in units of $\epsilon_a$. The inequality holds because a trial energy cannot lie below the ground state.

The trial state also has $c=2\sqrt\pi\,b$ and $\varphi_b(0)=1/(\sqrt\pi\,b)$, so $c\varphi_b(0)=2$ for any width. The departure on the axis should then swing up to about 4, four times the incident amplitude. That is an estimate, since the true state is not Gaussian.

## Numbers for a copper-like column

I take 300 keV electrons, $U_0=150$ eV and $a=0.04$ nm. These are round model values in the rough regime of copper viewed along [001]. Then $\gamma=1.587$, $v=0.7765\,c_0$ and $\epsilon_a=15.00$ eV, so $g=150/15.00=10.0$. The trial state gives $E\le-70.1$ eV.

Diagonalizing the radial Hamiltonian in Bessel functions gives $E=-70.7$ eV, $c=0.106$ nm and $c\varphi(0)=2.29$. There is one bound state of zero angular momentum. A state of angular momentum one is bound at $-11.7$ eV and remains dark. With $\hbar v/\epsilon_a=10.21$ nm,

$$D=2\pi\times10.21\ \mathrm{nm}\times\frac{15.00}{70.73}=13.6\ \mathrm{nm}.$$

To see the effect of $R$, I also propagated the plane wave through (1) by the multislice method, alternating short steps of free propagation and potential phase on a two-dimensional grid. On the axis:

| $z/D$ | $\lvert\psi-1\rvert$, eq. (6) | $\lvert\psi-1\rvert$, full | $\lvert R\rvert$ |
|---|---|---|---|
| 0.25 | 3.24 | 3.32 | 0.14 |
| 0.50 | 4.58 | 4.73 | 0.15 |
| 0.75 | 3.24 | 3.26 | 0.15 |
| 1.00 | 0 | 0.15 | 0.15 |

The wave nearly returns after one period, missing by 0.15, or 3% of the one-state maximum. At half a period, (7) gives an axial intensity of $1+4(2.29)(1.29)=12.8$; the full value is 13.9. The intensity error is larger, about 8% of the full value, because the intensity is quadratic in the wave.

On the axis the repetition continues. With all the radial states in the basis retained, the axial departure is 0.16 at $2D$ and 0.18 at $3D$, and its values at $1.5D$ and $2.5D$ are 4.63 and 4.57. The recurrence is close but not strict, as (5) allows.

Over the whole plane, $\|R\|$ at $D$ is 0.016 nm, within the limit of 0.043 nm set by (8). The natural comparison is $2c$, the largest norm of the one-state departure. During the first period $\|R\|$ stays below 7.4% of it, but within three periods it reaches 18%. The return of the whole wave therefore worsens with depth, although the axis shows little of this.

The thin limit can be checked in the same way: on the axis $Ec\varphi=-70.7\times2.29=-162$ eV, against $U=-150$ eV. The initial slope of the one-state departure is 8% too large there.

Integrating the zero-energy radial equation outward places the second threshold at $g=11.08$, so this column lies just below it. At threshold, the depth-independent bound on $\|R\|/2c$ is 0.16, and the largest value found in three periods is 0.11. Halving $U_0$ at fixed width and beam energy takes the column far from threshold, and $\|R\|$ then reaches 46% of $2c$ within its own first period. A single bound state is therefore not enough to justify (6); the strength of the column matters.

## From the model to a foil

In copper along [001], the atoms of a column are roughly 0.36 nm apart, and neighbouring columns roughly 0.18 nm. An array of the model columns has a mean potential energy of $-23$ eV, a plausible size for a metal. The Gaussian shape is still a convenience: a real atom has a sharper core and longer tails, and these change more than $D$. With a tabulated (Doyle–Turner type) potential for copper, the isolated column has a period of roughly 11 nm at rest and 14–15 nm with thermal smearing. Its tails bind a second, very shallow state of zero angular momentum, $\|R\|$ reaches about 20% of $2c$ in the first period, and the axial departure at $D$ is about 0.4–0.5 rather than 0.15. The near return found above is therefore a property of the Gaussian model and is better than copper would give. The 13.6 nm is a model value, not a measured copper period. Other omissions can be sized.

**Separate atoms.** Replacing the continuous column by 19 thin atoms, each at the middle of its interval, to a depth of 6.8 nm, changes the axial departure by 0.2%. If the foil's surfaces cut the column at other points between atoms, the phase of the departure at this depth shifts by up to about 0.1 rad, while its modulus changes by less than 1%. Near a return depth, where the departure is small, the relative change of the modulus is larger.

**Neighbours.** A Bloch-wave calculation for the square array finds two states carrying 99.9% of the incident intensity, at $-70.8$ and $+1.8$ eV. Their beat period is 13.3 nm, 3% below the isolated value. The upper state is no longer at zero energy, so the background itself turns by about $2\pi\times1.8/70.7=0.16$ rad per period. Even without absorption, the array does not quite restore the incident phase. These figures are for Gaussian columns; with the longer tails of a tabulated copper potential the upper state lies several eV below zero, and the axial departure after one beat period is about 0.7 instead of about 0.2.

**Thermal motion.** If 0.04 nm is taken as the width at rest, a rough displacement $u=0.008$ nm per axis widens the Gaussian to $a'^2=a^2+2u^2$. The integrated strength, proportional to $U_0a^2$, is unchanged, and so is $g$. Thus $E\propto1/a'^2$ and $D\propto a'^2$: the period of the model column grows by 8%, to 14.7 nm. This is not an estimate for copper itself. A real column at rest has a much sharper core than this Gaussian, and the same displacement blunts it far more, so its period can lengthen considerably more.

**Absorption.** For the Gaussian model column, this omission damages the return most. Electrons scattered inelastically or by thermal vibrations leave the elastic wave. An assumed imaginary potential of 5% of the real one gives $E$ a negative imaginary part, and the bound amplitude falls to $q=0.635$ after one period. Neglecting absorption in the continuum and the small change of $\varphi$, the one-state axial departure at $D$ has modulus $2.29(1-0.635)=0.84$ instead of zero. The circle becomes a spiral towards $-c\varphi$. The oscillation survives for a few periods, but the return to the incident wave does not.

**The dropped $\partial_z^2\psi$.** Keeping it for the bound state lengthens $D$ by 72 parts per million. The dropped $V^2$ term deepens the well and shortens $D$ by about 100 parts per million. Both are negligible here.

Equation (6) is thus a useful description of an aligned, well-separated column whose strength and shape place it near the threshold of a second state of zero angular momentum, in a foil thin enough for absorption to be modest. If the beam is tilted, the entering wave is no longer uniform across the column, the symmetry argument after (2) fails, and the dark states can be excited.
